\section*{The Sandorfy C band gap of an infinite polysilane backbone}

\section{A gap smaller than the bond splitting}

Take a silicon backbone in which the two hybrids of each Si--Si bond are coupled by $-3.0$ eV. One such bond, alone, has a bonding and an antibonding level $6.0$ eV apart. Diagonalizing the same model for an open chain of five silicon atoms gives a gap of $4.46$ eV; for 20 atoms it is $4.035$ eV, and for 100 atoms $4.0015$ eV. The bonds have not been weakened. What removes 2 eV, and why does the loss stop there?

The second ingredient is a coupling of $-1.0$ eV between the two backbone hybrids on the same atom. The limit to be explained is
\begin{equation}
E_g = 2\,\bigl|\,|\beta_v|-|\beta_g|\,\bigr| ,
\label{eq:result}
\end{equation}
where $\beta_v$ is the vicinal coupling (two hybrids facing each other in a bond) and $\beta_g$ the geminal one (two hybrids on one atom). Below, $v=|\beta_v|$ and $g=|\beta_g|$. In polysilane $v>g$, so $E_g=2(v-g)$.

\section{One bond, then two}

Let all hybrids be orthonormal and have the same energy $\alpha$. For one bond, the Hamiltonian in the basis of its two hybrids is
\begin{equation}
H=\begin{pmatrix}\alpha&\beta_v\\ \beta_v&\alpha\end{pmatrix},
\qquad E=\alpha\pm v .
\end{equation}
Two electrons fill the lower level and the gap is $2v$.

Three silicon atoms have two bonds. The hybrids, in order along the chain, are $1,2,3,4$; the pairs $(1,2)$ and $(3,4)$ are coupled by $\beta_v=-v$, and the pair $(2,3)$, on the middle atom, by $\beta_g=-g$. Reflection through the middle atom sorts the states into even ($c_4=c_1$, $c_3=c_2$) and odd ($c_4=-c_1$, $c_3=-c_2$). With $\varepsilon=E-\alpha$,
\begin{equation}
\varepsilon c_1=-v c_2,\qquad \varepsilon c_2=-v c_1\mp g c_2 ,
\end{equation}
the upper sign being for even states. Multiplying the second equation by $\varepsilon$ and using the first gives $\varepsilon^2\pm g\varepsilon-v^2=0$, so that
\begin{equation}
\varepsilon=\mp\frac g2\pm'\sqrt{v^2+\frac{g^2}{4}} ,
\end{equation}
with the two signs independent. Four electrons fill the two negative levels. The higher of these is $g/2-\sqrt{v^2+g^2/4}$, the lowest empty level is its mirror image, and the gap is
\begin{equation}
\sqrt{4v^2+g^2}-g\;\approx\;2v-g\qquad(g\ll v).
\end{equation}
The geminal coupling lets the two bond orbitals interact. They split, and the upper one moves towards the gap. With one geminal link the loss is about $g$; an infinite chain should lose more, since each bond then has two neighbours.

\section{Where the geminal coupling comes from}

An sp$^3$ hybrid pointing along the unit vector $\mathbf u_i$ is
\begin{equation}
h_i=\tfrac12\bigl(s+\sqrt3\,\mathbf p\cdot\mathbf u_i\bigr),
\qquad \langle h_i|h_j\rangle=\tfrac14\,(1+3\,\mathbf u_i\cdot\mathbf u_j).
\end{equation}
Orthogonality requires $\mathbf u_i\cdot\mathbf u_j=-1/3$, the tetrahedral angle. If the atomic part of the Hamiltonian is diagonal in $s$ and $p$, with energies $e_s$ and $e_p$, then
\begin{align}
\alpha&=\langle h_i|H|h_i\rangle=\tfrac14(e_s+3e_p),\\
\beta_g&=\langle h_i|H|h_j\rangle=\tfrac14\bigl(e_s+3e_p\,\mathbf u_i\cdot\mathbf u_j\bigr)=\tfrac14(e_s-e_p).
\end{align}
Orthogonal hybrids are therefore still coupled, because they are not eigenstates of the atom. Since $s$ lies below $p$, $\beta_g<0$. If $e_s=e_p$, hybridization costs nothing, $\beta_g=0$, and the bonds decouple.

The vicinal coupling is negative too: the positive lobes of the two hybrids face each other, and their in-phase sum is the bonding orbital.

\section{The infinite chain}

Atom $n$ has a hybrid $L_n$ towards atom $n-1$ and a hybrid $R_n$ towards atom $n+1$. Sandorfy C keeps
\begin{equation}
\langle L_n|H|R_n\rangle=\beta_g,\qquad \langle R_n|H|L_{n+1}\rangle=\beta_v ,
\end{equation}
and drops all other couplings, including those to the Si--H bonds. No dihedral angle appears, so every atom is equivalent whatever the conformation. We may then use a phase $k$ per silicon atom,
\begin{equation}
\psi_k=\sum_n e^{ikn}\,(A\,L_n+B\,R_n).
\end{equation}
$L_n$ is coupled to $R_n$ and to $R_{n-1}$; $R_n$ is coupled to $L_n$ and to $L_{n+1}$. Projecting $H\psi_k=E\psi_k$ on each gives
\begin{equation}
\varepsilon A=fB,\qquad \varepsilon B=f^{*}A,\qquad f=\beta_g+\beta_v e^{-ik}.
\label{eq:bloch}
\end{equation}
Combining the two, $\varepsilon^2=|f|^2$, or
\begin{equation}
E_\pm(k)=\alpha\pm\sqrt{\beta_v^2+\beta_g^2+2\beta_v\beta_g\cos k}.
\label{eq:bands}
\end{equation}

Each atom brings two backbone electrons and one state to each band. With two spins per state, the lower band is full and the upper one empty. The two bands are mirror images, so the gap is twice the minimum of $|f|$. The square root is monotonic in $\cos k$, and its smallest value occurs where the cross term is $-2vg$:
\begin{equation}
\min_k|f|=\sqrt{v^2+g^2-2vg}=|v-g| .
\end{equation}
This proves Eq.~(\ref{eq:result}). For couplings of equal sign, as here, the minimum is at $k=\pi$; for opposite signs it is at $k=0$. The gap does not depend on the signs, because reversing both hybrids on every second atom changes the sign of $\beta_v$ and shifts $k$ by $\pi$.

In the planar zigzag chain the translational cell holds two silicon atoms. The phase per cell is $2k$, so $k=\pi$ appears at the zone centre. Both edges sit at the same $k$ and the gap is direct.

For $\beta_v=-3.0$ eV and $\beta_g=-1.0$ eV, with $\alpha=0$,
\begin{equation}
E_g=2(3.0-1.0)\ \text{eV}=4.0\ \text{eV},
\end{equation}
equivalent to a wavelength of 310 nm. The valence band runs from $-(v+g)=-4.0$ eV to $-(v-g)=-2.0$ eV, and the conduction band from $2.0$ to $4.0$ eV.

Three limits show what the formula contains.
\begin{itemize}
\item For $g=0$ the bands are flat and the gap is $2v$, the value for one bond.
\item For $0<g<v$ each band has width $(v+g)-(v-g)=2g$ and is centred at $\pm v$. Each edge moves by $g$ towards the middle, so the gap loses $2g$. This is the missing 2 eV.
\item For $g=v$ all links along the chain are equal and the gap closes. For $g>v$ it reopens as $2(g-v)$, but the pairs that dominate are then those on single atoms, not the Si--Si bonds.
\end{itemize}

\section{The orbitals at the edges}

At $k=\pi$ we have $f=\beta_g-\beta_v=v-g>0$. For the valence edge, $\varepsilon=-(v-g)$, and Eq.~(\ref{eq:bloch}) gives $B=-A$. On each atom the state is
\begin{equation}
L-R=\tfrac{\sqrt3}{2}\,\mathbf p\cdot(\mathbf u_L-\mathbf u_R),
\end{equation}
in which the $s$ parts have cancelled. It is a pure $p$ orbital along the line joining the two silicon neighbours, which is the chain axis in the planar zigzag.

Across a bond, $R_n$ has amplitude $-Ae^{i\pi n}$ and $L_{n+1}$ has $Ae^{i\pi(n+1)}=-Ae^{i\pi n}$. These are equal, so the bond is in phase and contributes $-v$. On one atom the amplitudes are opposite, and the geminal coupling contributes $+g$. The sum is $-v+g$, as it must be. At the conduction edge $B=A$ and both signs reverse, which gives $+v-g$.

The valence top is thus bonding in each Si--Si bond but pays the full geminal cost on each atom. At the valence bottom, $k=0$, both couplings are satisfied and the energy is $-v-g$.

\section{Chains of finite length}

An oligosilane with $N$ silicon atoms has $M=N-1$ Si--Si bonds. Its two outermost backbone hybrids are bound to hydrogen, so they are left out. Let $a_j$ and $b_j$ be the amplitudes on the left and right hybrids of bond $j$. Then
\begin{equation}
\varepsilon a_j=-v b_j-g b_{j-1},\qquad \varepsilon b_j=-v a_j-g a_{j+1},
\end{equation}
with $b_0=0$ and $a_{M+1}=0$, since those hybrids are absent. The choice $b_j=\sin jk$ satisfies the first condition, and the first equation then gives
\begin{equation}
\varepsilon a_j=-\bigl[v\sin jk+g\sin (j-1)k\bigr].
\end{equation}
Inserting this in the second equation multiplied by $\varepsilon$, and using $\sin(j+1)k+\sin(j-1)k=2\cos k\sin jk$, returns $\varepsilon^2=v^2+g^2+2vg\cos k$, the same function as in Eq.~(\ref{eq:bands}). The condition $a_{M+1}=0$ selects the allowed $k$:
\begin{equation}
v\sin\bigl((M+1)k\bigr)+g\sin(Mk)=0 .
\label{eq:quant}
\end{equation}

For $M=1$ this reads $\sin k\,(2v\cos k+g)=0$. The root $\cos k=-g/2v$ gives $\varepsilon^2=v^2$, the single bond again.

For $v>g$ all levels come from real $k$. At the $M+1$ points where $\sin((M+1)k)=\pm1$ in $0<k<\pi$, the first term of Eq.~(\ref{eq:quant}) outweighs the second, so the left side alternates in sign. There are $M$ roots in between, each giving $\pm|\varepsilon|$, and these are all $2M$ levels. Since $k$ never reaches $\pi$, every finite chain has a gap above $2(v-g)$.

To find by how much, put $k=\pi-q$. The factors $(-1)^M$ cancel and
\begin{equation}
v\sin\bigl((M+1)q\bigr)=g\sin(Mq).
\end{equation}
For the smallest root write $(M+1)q=\pi-y$, so that $v\sin y=g\sin(y+q)$. In a long chain $y$ and $q$ are small; then $vy\approx g(y+q)$ and $y\approx gq/(v-g)$. Hence
\begin{equation}
q\approx\frac{\pi}{M+1+g/(v-g)}=\frac{\pi}{M+v/(v-g)} .
\end{equation}
Near the edge $|f|^2=(v-g)^2+2vg(1-\cos q)\approx(v-g)^2+vgq^2$. Taking the root to order $q^2$ and doubling,
\begin{equation}
E_g(N)\approx2(v-g)+\frac{vg}{v-g}\,q^2 .
\label{eq:finite}
\end{equation}

For $N=20$, $M=19$ and $v/(v-g)=1.5$, so $q=\pi/20.5$ and the excess is $1.5\,q^2=0.035$ eV. The law gives $4.0352$ eV and diagonalization $4.0350$ eV. At $N=5$ they are $4.49$ and $4.46$ eV: the expansion is strained, but its error is still small beside the excess of $0.46$ eV. The gap converges as $1/N^2$ because the band edge is parabolic.

The ends matter in another way. Suppose the outer hybrids stay as dangling orbitals. At $\varepsilon=0$ a long chain starting with $L_1$ allows $R_n=0$ and
\begin{equation}
\beta_gL_n+\beta_vL_{n+1}=0\quad\Rightarrow\quad L_{n+1}=-\frac gv\,L_n ,
\end{equation}
where $L_n$ now denotes an amplitude. For $g<v$ this decays into the chain. Each dangling end gives one such state, and diagonalizing a chain of 40 atoms with both outer hybrids kept does show two levels at mid-gap. They belong to the ends. Equation~(\ref{eq:result}) is a statement about the bulk bands.

\section{What the model leaves out}

Each effect below is added alone, with $\beta_v$ and $\beta_g$ held fixed. The added parameters are round, chosen values.

\subsection{Couplings along the backbone}
A coupling $\beta_{14}$ between $L_n$ and $R_{n+1}$ adds $\beta_{14}e^{ik}$ to $f$. With $\beta_{14}=+0.3$ eV, standing for an all-anti chain, and $c=\cos k$, the part of $|f|^2$ that varies with $k$ is $5.4c-3.6c^2$ (in eV$^2$). This is concave in $c$, so its minimum is at an end of the range, and comparing the ends selects $c=-1$. There
\begin{equation}
E_g=2\,|\beta_v+\beta_{14}-\beta_g|=2\,|-3.0+0.3+1.0|\ \text{eV}=3.4\ \text{eV}.
\end{equation}
This coupling depends on the dihedral angle, and through it conformation enters the gap.

A coupling $\beta_{13}$ between like hybrids of neighbouring atoms adds $2\beta_{13}\cos k$ to both bands. For $\beta_{13}=-0.2$ eV its slope in $c$ is $0.4$ eV in size, less than the slope $vg/|f|\ge0.75$ eV of the bands, so the edges stay at $k=\pi$. Both shift equally and the gap remains $4.0$ eV.

\subsection{Si--H bonds}
Give each atom its two side hybrids, coupled to the other hybrids on that atom by $\beta_g$, and each bound to a hydrogen orbital $1.0$ eV below the hybrid level by a coupling of $-3.5$ eV. The valence edge $L-R$ couples to a side hybrid by $\beta_g-\beta_g=0$ and stays at $-2.0$ eV. The conduction edge $L+R$ does couple. The symmetric Si--H combinations have levels at $-1.0\pm3.5$ eV, that is $-4.5$ and $2.5$ eV, and share the coupling equally. The upper one is much closer to $L+R$ at $2.0$ eV and pushes it down, to $1.0$ eV. The smallest gap found on a grid of $k$ is $3.0$ eV.

\subsection{Bond-length disorder at 300 K}
Treat each Si--Si bond as a harmonic oscillator with half a silicon mass and a quantum of about $0.055$ eV. Its rms length fluctuation, zero-point motion included, is $0.0059$ nm. If $\beta_v$ varies as the inverse square of a bond length of $0.235$ nm, its rms fluctuation is $2(3.0)(0.0059)/0.235\approx0.15$ eV. Drawing independent Gaussian values for each bond in 200 frozen chains of 100 atoms gives a mean gap of $3.82$ eV, lower by $0.18$ eV than in the uniform chain. This shift belongs to that length: it is about $0.10$ eV for 25 atoms, $0.25$ eV for 400 and $0.31$ eV for 1600. These values treat $\beta_v$ itself as Gaussian; with Gaussian bond lengths and the full inverse-square law the shifts are about 12\% smaller ($0.17$ eV for 100 atoms). Thermal excitation of carriers across the gap is negligible: $\exp(-E_g/2k_BT)$ is about $10^{-34}$.

\subsection{Electron--hole attraction}
Light creates an electron and a hole that attract. For a pair of zero total momentum, take the band energy $2|f(k)|$, which includes the gap, and, at a separation of $m$ atoms, the attraction
\begin{equation}
V_m=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r\sqrt{(ma)^2+\rho^2}},
\end{equation}
with $a=0.192$ nm of chain per atom, $\varepsilon_r=3$ and $\rho=0.2$ nm. Diagonalization on a ring of 400 separations gives a binding energy of $1.6$ eV and a lowest pair energy of $2.4$ eV. This neglects the overlaps between band states at different $k$; keeping them, with the attraction acting between charges on atoms, lowers the binding energy to $1.4$ eV. Exchange is also left out, and the pair is tightly bound, so the number depends strongly on the chosen $\varepsilon_r$ and $\rho$: with $\varepsilon_r=5$ and $\rho=0.3$ nm the binding energy is only $0.6$ eV. It gives a scale, not a prediction.

\section{Beside real polysilanes}

Polysilanes with alkyl side groups absorb in the near ultraviolet, very roughly at 300 to 400 nm, and the position depends on conformation. The 310 nm found here lies in that region for the couplings chosen; it is no independent prediction. The value $\beta_g=-1.0$ eV implies $e_p-e_s=4.0$ eV, well below the roughly 7 eV of a free silicon atom, so it must be read as an effective parameter, not as a bare atomic quantity. With the parameters chosen above, the largest shift comes from electron--hole attraction, $1.6$ eV; Si--H coupling comes next at $1.0$ eV, then the 1,4 coupling at $0.6$ eV. This order is not general: with the hydrogen level $3.0$ eV below the hybrids instead of $1.0$ eV, the Si--H shift becomes $1.7$ eV. These shifts should not simply be subtracted from 4.0 eV, since couplings adjusted to spectra already absorb part of them. A model that treats the effects explicitly needs its own values of $\beta_v$ and $\beta_g$.

For hydride precursors Si$_N$H$_{2N+2}$ the model gives a trend: at fixed couplings, the gap falls with chain length towards $2(v-g)$, with most of the fall in the first ten atoms. It cannot rank conformers of equal length, because their Sandorfy C gaps are identical.

All numerical values are calculated from the stated model.
